# Dirac cones in a cosine potential: velocities and new zero-energy points

**Problem.** An electron in one valley of a graphene-like sheet obeys, with $\hbar=1$,

$$H=v(\sigma_xp_x+\sigma_yp_y)+V_0\cos Gx,\qquad V_0>0 .$$

The potential is smooth on the lattice scale, so valleys do not mix. (a) With what speeds does the cone at $\mathbf k=0$ disperse along $x$ and along $y$? (b) For which $V_0$ are there other states of zero energy, and where do they lie?

## A tempting solution

Let $\theta=Gx$, $k=k_x/G$, $q=k_y/G$, $a=2V_0/(vG)$, and measure energy in units of $vG$. Then

$$H=-i\sigma_x\partial_\theta+q\sigma_y+\tfrac a2\cos\theta .$$

Write $\psi=e^{-i\sigma_x\alpha/2}\phi$ with $\alpha=a\sin\theta$. The derivative of the exponential contributes $-i\sigma_x(-i\sigma_x\alpha'/2)=-\tfrac a2\cos\theta$, which cancels the potential. Since $\sigma_y$ anticommutes with $\sigma_x$, and $\sigma_y\sigma_x=-i\sigma_z$,

$$e^{i\sigma_x\alpha/2}\sigma_ye^{-i\sigma_x\alpha/2}=\sigma_ye^{-i\sigma_x\alpha}=\sigma_y\cos\alpha-\sigma_z\sin\alpha .$$

The phase $\alpha$ is periodic, so $\phi$ has the same Bloch number $k$ as $\psi$, and it is governed by

$$h=-i\sigma_x\partial_\theta+q(\sigma_y\cos\alpha-\sigma_z\sin\alpha).$$

At $q=0$ the solutions are $e^{i(n+k)\theta}\chi_\pm$ with $\chi_\pm=(1,\pm1)/\sqrt2$ and $E=\pm(n+k)$. The speed along $x$ is therefore $v$.

For $q\neq0$ we need $\chi_+^\dagger\sigma_y\chi_-=i$ and $\chi_+^\dagger\sigma_z\chi_-=1$. The coupling of $\chi_+$ to $\chi_-$ is $q(i\cos\alpha-\sin\alpha)=iqe^{i\alpha}$. Between the two $n=0$ states it is averaged over a period:

$$\frac1{2\pi}\int_0^{2\pi}e^{ia\sin\theta}d\theta=J_0(a),\qquad
h_0=\begin{pmatrix}k&iqJ_0\\-iqJ_0&-k\end{pmatrix},\qquad E=\pm\sqrt{k^2+J_0^2q^2}.$$

The speed along $y$ is $v|J_0(2V_0/vG)|$. For (b), one now reads off the zeros of $E$. If $J_0\ne0$, there is just the point $k=q=0$. If $J_0=0$, the whole line $k=0$ has zero energy. Extra zero-energy states would thus exist at isolated strengths $V_0$ and vanish on either side.

## Where it fails

The flat line is impossible. The kinetic part $D=v(\sigma_xp_x+\sigma_yk_y)$ has $D^2=v^2(p_x^2+k_y^2)$, so $\|D\psi\|\ge v|k_y|\,\|\psi\|$, while $\|V\psi\|\le V_0\|\psi\|$. Hence

$$|E|\ge v|k_y|-V_0, \tag{1}$$

and no zero-energy state has $|k_y|>V_0/v$.

The fault is in using $h_0$ beyond its order. It omits the states with $n\neq0$. The Fourier series $e^{i\alpha}=\sum_nJ_n(a)e^{in\theta}$ shows that $\chi_+$, $n=0$ couples to $\chi_-$, $n$ with squared strength $q^2J_n^2$. The energy difference is $k-[-(n+k)]=n+2k$, so the second-order shift is

$$\sum_{n\ne0}\frac{q^2J_n^2}{n+2k}=\sum_{n>0}q^2J_n^2\,\frac{4k}{4k^2-n^2}\approx-4kq^2\sum_{n>0}\frac{J_n^2}{n^2},$$

after pairing $n$ with $-n$. The shift of $\chi_-$ is the opposite one. There is no second-order term between $\chi_+$ and $\chi_-$, because each coupling switches between them. The corrections are cubic in the wavevector.

The answer to (a) therefore stands for any $V_0$: the speeds are $v$ and $v|J_0|$. In the test at $a=1.6$, halving the wavevector in an oblique direction reduced the error of the cone formula by a factor 8.004. In (b), however, the linear term in $q$ disappears at a zero of $J_0$, and the omitted cubic term decides what happens.

## Right solution of (b)

**An exact condition.** Put $E=0$ and $\phi=f_+\chi_++f_-\chi_-$. The two components of $h\phi=0$ are $-if_+'+iqe^{i\alpha}f_-=0$ and $if_-'-iqe^{-i\alpha}f_+=0$, or

$$f_+'=qe^{i\alpha}f_-,\qquad f_-'=qe^{-i\alpha}f_+ . \tag{2}$$

If $(f_+,f_-)$ solves (2), so does $(f_-^*,f_+^*)$. The matrix carrying a solution from $\theta=0$ to $\pi$ thus has the form

$$M_1=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix},\qquad |A|^2-|B|^2=1,$$

where the determinant is one because (2) has no diagonal terms. In the second half period $\alpha$ has the opposite sign, which exchanges the two equations. The matrix of that half is $\sigma_xM_1\sigma_x$, and that of the full period is

$$M=\sigma_xM_1\sigma_xM_1=N^2,\qquad N=\sigma_xM_1 .$$

$N$ has trace $t=2\,\mathrm{Re}\,B$ and determinant $-1$. Its eigenvalues $\mu$ and $-1/\mu$ solve $\mu^2-t\mu-1=0$ and are real, so those of $M$, $\mu^2$ and $\mu^{-2}$, are positive. A Bloch state needs an eigenvalue $e^{2\pi ik}$ of unit modulus. This must be 1, so $k=0$ in the first zone, $\mu=\pm1$ and $t=\mu-1/\mu=0$. Conversely, $t=0$ gives $N^2=tN+1=1$, so both solutions are periodic. Zero energy occurs exactly when $k_x=0$ and $t(q)=0$, and then there are two zero modes.

**The cubic term.** Iterate (2) from $(f_+,f_-)=(0,1)$, with $h_1(\theta)=\int_0^\theta e^{i\alpha}d\theta'$. First $f_+=qh_1$, then $f_-=1+q^2\int_0^\theta e^{-i\alpha}h_1d\theta'$. Inserting this in the first equation and exchanging the order of integration gives

$$B=qh_1(\pi)+q^3\int_0^\pi e^{-i\alpha}h_1\,[h_1(\pi)-h_1]\,d\theta+O(q^5).$$

Since $\mathrm{Re}\,h_1(\pi)=\pi J_0(a)$, the linear part of $t$ is $2\pi J_0q$. Evaluate the cubic part at a zero $a_j$ of $J_0$. Let $h_1=X+iY$, so $X'=\cos\alpha$, $Y'=\sin\alpha$, $X(\pi)=0$, and call $Y(\pi)=I$. Then

$$h_1[h_1(\pi)-h_1]=-X^2-Y(I-Y)+iX(I-2Y).$$

Multiplied by $e^{-i\alpha}=X'-iY'$, its real part is

$$-X^2X'-Y(I-Y)X'+X(I-2Y)Y'.$$

The first term integrates to zero. In the last, $(I-2Y)Y'=[Y(I-Y)]'$, and integration by parts makes it equal to the second. With $y=Y-I/2$ we have $Y(I-Y)=I^2/4-y^2$, and $\int_0^\pi\cos\alpha\,d\theta=0$. The integral is therefore $2\int_0^\pi y^2\cos\alpha\,d\theta$, and near $a_j$, to leading order,

$$t\approx2\pi q\,[J_0(a)+Tq^2],\qquad T=\frac2\pi\int_0^\pi y^2\cos\alpha\,d\theta . \tag{3}$$

Besides $q=0$ there are the roots

$$q_*^2\approx-\frac{J_0(a)}T\approx\frac{J_1(a_j)}{T}(a-a_j), \tag{4}$$

because $J_0'=-J_1$. If $T/J_1(a_j)>0$, a pair at $k_y=\pm Gq_*$ leaves the original point as $V_0$ rises through the zero. At the zero itself the pair still coincides with that point.

At the first zero $T=0.604$ and $J_1>0$, so the pair appears above it. The ratio $a_jT/J_1(a_j)$ was positive at each of the first 400 zeros, with smallest value 2.80. This is numerical evidence, not a proof for every zero.

A separate argument covers every interval with $J_0(a)<0$. At $a=0$, (2) gives $t=2\sinh\pi q>0$. For fixed $q$, raising the strength from zero to any $a<2q$ cannot make $t$ vanish, by (1), so $t>0$ for $q>a/2$. But $t<0$ at small positive $q$ if $J_0<0$. It must cross zero between, and at least one pair exists.

**The new points are cones.** At $k=0$, let $R$ reverse $x$ and let $S$ be $\sigma_z$ times a shift by half a period. Then $P=\sigma_yR$ commutes with $H$, $S$ anticommutes with $H$, and $SP=-PS$. A level $\varepsilon(q)$ with $P=1$ has a partner $-\varepsilon(q)$ with $P=-1$, so the two zero modes $\psi_1,\psi_2$ have opposite $P$. The perturbation $k\sigma_x$ anticommutes with $P$ and has just the off-diagonal element $c=\langle\psi_1|\sigma_x|\psi_2\rangle$. To first order in $k$ and $\delta q=q-q_*$,

$$E=\pm\sqrt{|c|^2k^2+\varepsilon'(q_*)^2\delta q^2}. \tag{5}$$

Here $c\neq0$. At zero energy $\sigma_x\psi'=-iW\psi$ with $W=q\sigma_y+\frac a2\cos\theta$ Hermitian, so each $\psi_i^\dagger\sigma_x\psi_j$ is independent of $\theta$. The two with $i=j$ vanish by $P$. If $c$ vanished too, $\sigma_x$ would have no matrix elements between two independent spinors, which is impossible.

The other slope follows from (5) at $E=0$, where $k$ is imaginary with $|k|=|\varepsilon'\delta q/c|$. For small $t$, $|\ln\mu^2|\approx|t|$, and this equals $2\pi|k|$. Hence

$$\frac{v_y}{v_x}=\frac{|\varepsilon'|}{|c|}=\frac{|t'(q_*)|}{2\pi}. \tag{6}$$

The points are cones whenever $t'(q_*)\ne0$. Close to threshold (3) gives $t'=2\pi(J_0+3Tq_*^2)=-4\pi J_0$, so the ratio is $2|J_0|$.

## Numbers

Take a model cone with $v=0.4$ a.u. and period 200 bohr. Then $G=2\pi/200=0.031416$ bohr$^{-1}$ and $vG=0.012566$ hartree. The first threshold is

$$V_0=\tfrac12(2.40483)(0.012566)=0.01511\ \text{hartree}=0.411\ \text{eV}.$$

- **Below it**, $V_0=0.0100$ hartree gives $a=0.0200/0.012566=1.592$ and $J_0=0.460$. The transverse speed is $0.4\times0.460=0.184$ a.u., and there is one cone.
- **Just above it**, $V_0=0.0155$ hartree gives $J_0=-0.0318$. Equation (4) yields $q_*=\sqrt{0.0318/0.604}=0.229$, or $k_y=0.00721$ bohr$^{-1}$. Diagonalization of $H$ gives 0.00731, so the estimate is 1.4% low relative to it.
- **Well above it**, $V_0=0.0200$ hartree gives $J_0=-0.316$. The original cone has recovered a transverse speed of 0.126 a.u., yet the new points remain, at $k_y=\pm0.0280$ bohr$^{-1}$ ($0.529$ nm$^{-1}$). This is inside the bound $V_0/v=0.05$ bohr$^{-1}$. The cubic estimate, 0.0227, is now 19% low.

At these last points $v_x=0.179$ and $v_y=0.203$ a.u. The unchanged speed along $x$ belongs to the original cone, not to the new ones. Their ratio, 1.137, agrees with (6), while the threshold value $2|J_0|=0.63$ no longer applies.

For $a=1.5,4,7,10,13$ the count of new pairs is 0, 1, 2, 3, 4, equal to the number of zeros of $J_0$ below $a$. Pairs born at earlier zeros are still present at these strengths. The answer to (b) is thus that other zero-energy states exist for $V_0>1.202\,vG$, the first threshold, and lie at $k_x=0$, $k_y=\pm Gq$ with $t(q)=0$. Their existence was derived above wherever $J_0(a)<0$; their absence below the first threshold, and their persistence where $J_0$ is positive again, rest on the sampled strengths. The full values are in the numerical output.

## What the result rests on

For a weak potential $J_0\approx1-a^2/4$, so the transverse speed falls by the fraction $(V_0/vG)^2$. The unchanged speed along $x$ needs just a periodic $\alpha$, hence any periodic potential of zero mean; a nonzero mean shifts all energies. A mass term $m\sigma_z$ does not commute with $\sigma_x$ and spoils this result even at $k_y=0$. The condition $t=0$ also used $V(x+\pi/G)=-V(x)$. With an added $\cos2Gx$ this symmetry is lost, and the argument no longer holds the new crossings at zero energy.

Everything above also assumes a strictly linear cone. Real graphene has trigonal warping, a quadratic term of relative size about $0.02$ at this period. Added to the model at $V_0=0.0200$ hartree, it leaves the new points at zero energy but moves them. In one lattice orientation they shift to $k_x\approx-0.0013$ bohr$^{-1}$. In the other they lie at $k_y\approx+0.0268$ and $-0.0292$ bohr$^{-1}$, with $v_x\approx0.22$ and $0.14$ a.u. The digits quoted in the examples therefore belong to the model cone. The first threshold at this period requires a peak in-plane field $V_0G\approx0.24$ V/nm in the potential the electron actually feels.

## Computed values

```
cone speed v = 0.400 a.u.
period = 200.0 bohr
G = 0.031416 1/bohr
energy unit v G = 0.012566 hartree
V0 = 0.0100 hartree: a = 1.59155, J0 = 0.46021
  original cone, diagonalization: vx = 0.40000 a.u., vy = 0.18409 a.u.
  original cone, v |J0| = 0.18409 a.u.
V0 = 0.0155 hartree: a = 2.46690, J0 = -0.03180
  original cone, diagonalization: vx = 0.40000 a.u., vy = 0.01272 a.u.
  original cone, v |J0| = 0.01272 a.u.
V0 = 0.0200 hartree: a = 3.18310, J0 = -0.31571
  original cone, diagonalization: vx = 0.40000 a.u., vy = 0.12629 a.u.
  original cone, v |J0| = 0.12629 a.u.
threshold 1: a = 2.40483, V0 = 0.015110 hartree
threshold 2: a = 5.52008, V0 = 0.034684 hartree
threshold 3: a = 8.65373, V0 = 0.054373 hartree
threshold 1 converted: V0 = 0.4112 eV
cubic coefficient T at first zero = 0.60398 (dimensionless)
V0 = 0.0155 hartree: new points at ky = +/- (1/bohr)
  diagonalization 0.007309, t(q)=0 0.007309, cubic estimate 0.007208
  scaled position q = 0.23266 (dimensionless)
V0 = 0.0200 hartree: new points at ky = +/- (1/bohr)
  diagonalization 0.027987, t(q)=0 0.027987, cubic estimate 0.022714
  scaled position q = 0.89085 (dimensionless)
  converted: ky = 0.52888 1/nm
  new cone: vx = 0.17870 a.u., vy = 0.20318 a.u.
  vy/vx: diagonalization 1.136964, from t'(q) 1.136964
  smallest |E| at kx = 0.1 G: 0.000547 hartree
a = 1.5: number of new pairs = 0
a = 4.0: number of new pairs = 1
a = 7.0: number of new pairs = 2
a = 10.0: number of new pairs = 3
a = 13.0: number of new pairs = 4
cone error ratio on halving the wavevector = 8.004
smallest a T/J1 over first 400 zeros = 2.7978
slope of a T/J1 against ln a, zeros 100 to 400 = 1.0000
```
